# Exchange, spin-orbit coupling and band intensities of Tl+ in the Seitz model: verification in Python

```python
"""
Seitz model of an s^2 ion (Tl+) at a cubic site: bands A, B, C of s^2 -> s p.

Result under test: with D = E_C - E_A, b = E_B - (E_A + E_C)/2, x = (E_B - E_A)/D,
    zeta = [2 b + sqrt(3 D^2/2 - 2 b^2)] / 3,      K = 3 zeta/4 - b,
    R = (4 - 2x + s)/(2 + 2x - s),   s = sqrt(6 - 2 (2x-1)^2).
K: s-p exchange integral (triplet F-K, singlet F+K); zeta: p spin-orbit constant;
F: s->p energy with direct Coulomb terms; R: dipole strength of C over that of A.
The independent side is the full 12-determinant Hamiltonian |s sigma, p_i tau>,
diagonalized numerically, with dipole amplitudes from the s^2 determinant.
All model energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- operators in the space spin(s) x orbital(p) x spin(p) ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1.0
    levi[i, k, j] = -1.0
orbital_l = -1j * levi                       # (l_k)_ij in real p orbitals
ls_p = sum(np.kron(orbital_l[k], pauli[k] / 2) for k in range(3))
LS = np.kron(np.eye(2), ls_p)

# exchange term: same p orbital, spins of the s and p electron interchanged
SWAP = np.zeros((12, 12))
for s_spin in range(2):
    for orb in range(3):
        for p_spin in range(2):
            SWAP[p_spin * 6 + orb * 2 + s_spin, s_spin * 6 + orb * 2 + p_spin] = 1.0

# dipole operator on |s up, s down>: |s up, p_q down> - |s down, p_q up>
DIPOLE = np.zeros((12, 3))
for q in range(3):
    DIPOLE[0 * 6 + q * 2 + 1, q] = 1.0
    DIPOLE[1 * 6 + q * 2 + 0, q] = -1.0

GROUPS = {"J0": slice(0, 1), "A": slice(1, 4), "B": slice(4, 9), "C": slice(9, 12)}


def diagonalize(F, K, zeta, axial=0.0, r_half=1.0, r_three=1.0):
    """Mean energy and summed dipole strength of each group of levels."""
    field = np.kron(np.eye(2), np.kron(np.diag([-1.0, -1.0, 2.0]) / 3, np.eye(2)))
    H = F * np.eye(12) - K * SWAP + zeta * LS + axial * field
    energy, vec = np.linalg.eigh(H)
    proj_three = (LS + np.eye(12)) * 2 / 3   # projector on j = 3/2
    proj_half = np.eye(12) - proj_three
    amp = vec.conj().T @ (r_half * proj_half + r_three * proj_three) @ DIPOLE
    strength = np.sum(np.abs(amp) ** 2, axis=1)
    mean = {g: energy[sl].mean() for g, sl in GROUPS.items()}
    spread = max(np.ptp(energy[sl]) for sl in GROUPS.values())
    total = {g: strength[sl].sum() for g, sl in GROUPS.items()}
    return mean, total, spread


# ---------- derived formulas ----------
def extract(EA, EB, EC):
    D = EC - EA
    b = EB - (EA + EC) / 2
    zeta = (2 * b + np.sqrt(1.5 * D**2 - 2 * b**2)) / 3
    K = 0.75 * zeta - b
    F = (EA + EC) / 2 + zeta / 4
    return F, K, zeta


def ratio_from_positions(EA, EB, EC):
    x = (EB - EA) / (EC - EA)
    s = np.sqrt(6 - 2 * (2 * x - 1) ** 2)
    return (4 - 2 * x + s) / (2 + 2 * x - s)


# ---------- test: cubic surroundings keep p degenerate, axial ones do not ----------
def p_matrix(axial_distance):
    """Angular average of n_i n_j / |r - R| for six unit charges, r = 2, R = 6."""
    c, wc = np.polynomial.legendre.leggauss(40)
    phi = np.arange(80) * 2 * np.pi / 80
    C, P = np.meshgrid(c, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    n = np.array([S * np.cos(P), S * np.sin(P), C])
    ions = [np.eye(3)[k] * sg * (axial_distance if k == 2 else 6.0)
            for k in range(3) for sg in (1, -1)]
    V = sum(1 / np.sqrt(sum((2 * n[k] - R[k]) ** 2 for k in range(3))) for R in ions)
    weight = wc[:, None] / 80 / 2
    return 3 * np.einsum("iab,jab,ab->ij", n, n, V * weight)


cubic = p_matrix(6.0)
assert np.allclose(cubic, cubic[0, 0] * np.eye(3), atol=1e-10)
assert np.ptp(np.diag(p_matrix(5.7))) > 1e-3

# ---------- test: matrix elements of l.s between singlet and triplet ----------
singlet = DIPOLE[:, 2] / np.sqrt(2)
triplet = np.sqrt(2) * LS @ singlet
assert np.allclose(LS @ LS, (np.eye(12) - LS) / 2)
assert abs(singlet @ LS @ singlet) < 1e-12
assert abs(np.vdot(triplet, triplet) - 1) < 1e-12
assert np.allclose(SWAP @ triplet, triplet) and np.allclose(SWAP @ singlet, -singlet)
assert np.allclose(LS @ triplet, singlet / np.sqrt(2) - triplet / 2)

# ---------- test: levels, inversion and ratio on random parameters ----------
rng = np.random.default_rng(7)
for _ in range(200):
    F0, K0, z0 = 6.0, rng.uniform(0.05, 1.5), rng.uniform(0.1, 1.5)
    E, S, spread = diagonalize(F0, K0, z0)
    assert spread < 1e-10
    root = np.sqrt((K0 + z0 / 4) ** 2 + z0**2 / 2)
    assert abs(E["J0"] - (F0 - K0 - z0)) < 1e-10
    assert abs(E["B"] - (F0 - K0 + z0 / 2)) < 1e-10
    assert abs(E["A"] - (F0 - z0 / 4 - root)) < 1e-10
    assert abs(E["C"] - (F0 - z0 / 4 + root)) < 1e-10
    assert np.allclose(extract(E["A"], E["B"], E["C"]), (F0, K0, z0), atol=1e-8)
    assert S["B"] < 1e-12 and S["J0"] < 1e-12
    R0 = ratio_from_positions(E["A"], E["B"], E["C"])
    assert abs(R0 / (S["C"] / S["A"]) - 1) < 1e-7

# ---------- test: one positive pair (K, zeta) inside 0 < x < 1, none outside ----------
for x in (-0.3, -0.1, 0.05, 0.3, 0.6, 0.95, 1.1, 1.3):
    b = x - 0.5                              # unit gap D = 1
    roots = np.roots([1.5, -2 * b, b**2 - 0.25])
    assert np.all(np.abs(np.imag(roots)) < 1e-12)
    good = [z for z in np.real(roots) if z > 0 and 0.75 * z - b > 0]
    assert len(good) == (1 if 0 < x < 1 else 0)

# ---------- test: limits and monotonic fall of the ratio ----------
xs, ratios = [], []
for K0 in np.linspace(3, 0.01, 40):
    E, S, _ = diagonalize(6.0, K0, 1.0)
    xs.append((E["B"] - E["A"]) / (E["C"] - E["A"]))
    ratios.append(S["C"] / S["A"])
assert np.all(np.diff(xs) > 0) and np.all(np.diff(ratios) < 0) and min(ratios) > 2
_, S, _ = diagonalize(6.0, 1e-6, 1.0)
R_jj = S["C"] / S["A"]
assert abs(R_jj - 2) < 1e-4
_, S, _ = diagonalize(6.0, 0.5, 1e-3)
R_weak_scaled = S["C"] / S["A"] / (8 * 0.5**2 / 1e-3**2)
assert abs(R_weak_scaled - 1) < 5e-3         # next term is of order zeta/(2K)

# ---------- worked example: round model band positions ----------
EA, EB, EC = 5.0, 5.8, 6.5
D, b, x = EC - EA, EB - (EA + EC) / 2, (EB - EA) / (EC - EA)
s = np.sqrt(6 - 2 * (2 * x - 1) ** 2)
F, K, zeta = extract(EA, EB, EC)
other_root = 4 * b / 3 - zeta
cos2 = (2 * K + zeta / 2) / D
theta = 0.5 * np.arccos(cos2)
R = ratio_from_positions(EA, EB, EC)
E, S, _ = diagonalize(F, K, zeta)
assert np.allclose([E["A"], E["B"], E["C"]], [EA, EB, EC], atol=1e-10)
assert abs(S["C"] / S["A"] - R) < 1e-8
assert abs(1 / np.tan(theta) ** 2 - R) < 1e-8
assert abs(cos2 - (s - 2 * x + 1) / 3) < 1e-12
assert abs(E["J0"] - (EB - 1.5 * zeta)) < 1e-10
area_ratio = (S["C"] * E["C"]) / (S["A"] * E["A"])
assert abs(area_ratio - R * EC / EA) < 1e-8

print(f"Band positions A, B, C: {EA:.1f} {EB:.1f} {EC:.1f} eV")
print(f"Gap D = E_C - E_A: {D:.4f} eV")
print(f"Offset b of B from the A-C midpoint: {b:.4f} eV")
print(f"Relative position x: {x:.5f}")
print(f"Square root in zeta formula: {np.sqrt(1.5*D**2 - 2*b**2):.5f} eV")
print(f"zeta: {zeta:.4f} eV = {zeta/HARTREE_EV:.5f} hartree")
print(f"Rejected root for zeta: {other_root:.4f} eV")
print(f"K: {K:.4f} eV = {K/HARTREE_EV:.5f} hartree")
print(f"F: {F:.4f} eV")
print(f"J=1 matrix: triplet {F-K-zeta/2:.4f}, singlet {F+K:.4f}, "
      f"coupling {zeta/np.sqrt(2):.4f} eV")
print(f"s in ratio formula: {s:.5f}")
print(f"cos(2 theta): {cos2:.5f}")
print(f"theta: {np.degrees(theta):.2f} degrees")
print(f"Singlet weight in A: {np.sin(theta)**2:.4f}")
print(f"Dipole-strength ratio R, formula: {R:.3f}")
print(f"Dipole-strength ratio R, diagonalization: {S['C']/S['A']:.3f}")
print(f"Band-area (oscillator-strength) ratio C/A: {area_ratio:.2f}")
print(f"Levels from diagonalization J0, A, B, C: {E['J0']:.4f} {E['A']:.4f} "
      f"{E['B']:.4f} {E['C']:.4f} eV")
print(f"J=0 level below A by: {EA - E['J0']:.4f} eV")
print(f"Ratio R for K/zeta = 1e-6: {R_jj:.4f}")
print(f"R/(8 K^2/zeta^2) for zeta/K = 0.002: {R_weak_scaled:.4f}")

# sensitivity to the position of B
for shift in (-0.1, 0.1):
    Fs, Ks, zs = extract(EA, EB + shift, EC)
    Es, Ss, _ = diagonalize(Fs, Ks, zs)
    assert abs(Es["B"] - EB - shift) < 1e-10
    Rs = Ss["C"] / Ss["A"]
    print(f"B at {EB+shift:.1f} eV: K {Ks:.4f} eV, zeta {zs:.4f} eV, "
          f"R {Rs:.3f}, area ratio {Rs*EC/EA:.2f}")

# different radial dipole integrals for p1/2 and p3/2
for eta in (0.9, 1.1):
    _, Sj, _ = diagonalize(F, K, zeta, r_half=eta)
    c, sn = np.cos(theta), np.sin(theta)
    amp_C = c * (2 + eta) + np.sqrt(2) * sn * (1 - eta)
    amp_A = sn * (2 + eta) - np.sqrt(2) * c * (1 - eta)
    Rj = Sj["C"] / Sj["A"]
    assert abs(Rj - (amp_C / amp_A) ** 2) < 1e-8
    print(f"eta = r(p1/2)/r(p3/2) = {eta:.1f}: R {Rj:.3f}, area ratio {Rj*EC/EA:.2f}")

# strength lent to B by an axial distortion
def b_share(axial):
    _, Sd, _ = diagonalize(F, K, zeta, axial=axial)
    return Sd["B"] / sum(Sd.values())


growth = b_share(0.01) / b_share(0.005)
assert abs(growth - 4) < 0.1                 # quadratic, up to the next order
print(f"B share of total strength, no distortion: {abs(b_share(0.0)):.1e}")
print(f"B share for axial p splitting 0.1 eV: {100*b_share(0.1):.3f} percent")
print(f"Growth of B share when a small splitting doubles: {growth:.3f}")
print("verified")
```

Printed output:

```
Band positions A, B, C: 5.0 5.8 6.5 eV
Gap D = E_C - E_A: 1.5000 eV
Offset b of B from the A-C midpoint: 0.0500 eV
Relative position x: 0.53333
Square root in zeta formula: 1.83576 eV
zeta: 0.6453 eV = 0.02371 hartree
Rejected root for zeta: -0.5786 eV
K: 0.4339 eV = 0.01595 hartree
F: 5.9113 eV
J=1 matrix: triplet 5.1547, singlet 6.3453, coupling 0.4563 eV
s in ratio formula: 2.44767
cos(2 theta): 0.79367
theta: 18.74 degrees
Singlet weight in A: 0.1032
Dipole-strength ratio R, formula: 8.693
Dipole-strength ratio R, diagonalization: 8.693
Band-area (oscillator-strength) ratio C/A: 11.30
Levels from diagonalization J0, A, B, C: 4.8321 5.0000 5.8000 6.5000 eV
J=0 level below A by: 0.1679 eV
Ratio R for K/zeta = 1e-6: 2.0000
R/(8 K^2/zeta^2) for zeta/K = 0.002: 1.0010
B at 5.7 eV: K 0.4839 eV, zeta 0.5786 eV, R 11.354, area ratio 14.76
B at 5.9 eV: K 0.3812 eV, zeta 0.7083 eV, R 6.824, area ratio 8.87
eta = r(p1/2)/r(p3/2) = 0.9: R 12.253, area ratio 15.93
eta = r(p1/2)/r(p3/2) = 1.1: R 6.547, area ratio 8.51
B share of total strength, no distortion: 5.2e-30
B share for axial p splitting 0.1 eV: 0.124 percent
Growth of B share when a small splitting doubles: 4.023
verified
```
